# Are energy levels computed on a grid upper bounds?: verification in Python

```python
"""Are eigenvalues from grid methods upper bounds?  Result under test: no.
Three-point differences shift a level of a smooth well by
    -(h^2 / (6 K)) <(E - V)^2>,   K = hbar^2/m,   h = grid spacing,
and a discrete variable representation (DVR) can fall below the exact level
because its potential integrals are quadrature sums.  Exact integrals in the
same basis (called VBR here) restore the upper bound.
Energies are in eV and lengths in angstrom.  Main model: an electron in the
Morse well V = D (exp(-2 a x) - 2 exp(-a x)).
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

K = sc.hbar**2 / sc.m_e / sc.e * 1e20      # hbar^2/m in eV angstrom^2
D, a = 20.0, 1.0
LEFT, LENGTH = -2.0, 16.0
lam = math.sqrt(2 * D / K) / a
exact = [-0.5 * K * a**2 * (lam - n - 0.5)**2 for n in (0, 1)]
gauss_x, gauss_w = np.polynomial.legendre.leggauss(1000)


def morse(x):
    return D * (np.exp(-2 * a * x) - 2 * np.exp(-a * x))


def three_methods(M, left):
    """Matrices of differences (grid), DVR and VBR (sine basis)."""
    h = LENGTH / M
    n = np.arange(1, M)
    k = n * np.pi / LENGTH
    v = morse(left + n * h)
    fd = np.diag(K / h**2 + v)
    fd -= K / (2 * h**2) * (np.eye(M - 1, k=1) + np.eye(M - 1, k=-1))
    S = math.sqrt(2 / M) * np.sin(np.pi * np.outer(n, n) / M)
    T = np.diag(0.5 * K * k**2)
    v_dvr = (S * v) @ S.T
    y = 0.5 * LENGTH * (gauss_x + 1)
    B = math.sqrt(2 / LENGTH) * np.sin(np.outer(k, y))
    v_vbr = (B * (0.5 * LENGTH * gauss_w * morse(left + y))) @ B.T
    return fd, T + v_dvr, T + v_vbr


print(f"hbar^2/m = {K:.5f} eV angstrom^2")
print(f"Morse D = {D:.1f} eV, a = {a:.1f} 1/angstrom")
print(f"box from {LEFT:.1f} to {LEFT + LENGTH:.1f} angstrom")
print(f"exact levels: E0 = {exact[0]:.6f} eV, E1 = {exact[1]:.6f} eV")

# Exact Morse states on a fine grid, for the predicted h^2 coefficient
dx = 0.0025
x = np.arange(-4.0, 30.0, dx)
z = 2 * lam * np.exp(-a * x)
coefficient, states = [], []
for n in (0, 1):
    s = lam - n - 0.5
    psi = z**s * np.exp(-z / 2) * eval_genlaguerre(n, 2 * s, z)
    psi /= math.sqrt(np.sum(psi**2) * dx)
    second = np.gradient(np.gradient(psi, dx), dx)
    from_curvature = K / 24 * np.sum(second**2) * dx
    c = np.sum((exact[n] - morse(x))**2 * psi**2) * dx / (6 * K)
    assert abs(from_curvature / c - 1) < 1e-3
    coefficient.append(c)
    states.append(psi)
    print(f"predicted shift/h^2, level {n}: {-c:.5f} eV/angstrom^2")

# Kinetic energy of the exact ground state, true and by differences
psi = states[0]
kin = exact[0] - np.sum(morse(x) * psi**2) * dx
kin_gradient = 0.5 * K * np.sum(np.gradient(psi, dx)**2) * dx
assert abs(kin - kin_gradient) < 1e-3
h = 0.125
step = round(h / dx)
kin_h = K / h**2 * (1 - np.sum(psi[step:] * psi[:-step]) * dx)
assert abs((kin_h - kin) / (-coefficient[0] * h**2) - 1) < 0.05
print(f"ground-state kinetic energy: {kin:.6f} eV")
print(f"same by differences, h = {h} angstrom: {kin_h:.6f} eV")

# Convergence of the three methods in one and the same box
print("errors E(method) - E(exact) in eV; h in angstrom")
print("level   h      differences     DVR          exact integrals")
errors = {}
for M in (16, 20, 32, 64, 128, 256):
    fd, dvr, vbr = three_methods(M, LEFT)
    levels = [np.linalg.eigvalsh(m) for m in (fd, dvr, vbr)]
    assert np.all(levels[0] < levels[1])
    for n in (0, 1):
        err = [lev[n] - exact[n] for lev in levels]
        errors[M, n] = err
        assert err[2] > -1e-9                  # rounding allowance only
        print(f"{n}     {LENGTH / M:.4f}  " + "  ".join(f"{e:+.4e}" for e in err))
for n in (0, 1):
    ratio = errors[256, n][0] / (-coefficient[n] * (LENGTH / 256)**2)
    assert abs(ratio - 1) < 0.02
    print(f"level {n}, h = {LENGTH / 256} angstrom: error/prediction = {ratio:.5f}")
dev = [abs(errors[M, 0][0] / (-coefficient[0] * (LENGTH / M)**2) - 1)
       for M in (128, 256)]
assert dev[1] < dev[0] / 3
assert abs(errors[64, 0][1]) < 1e-3 * abs(errors[64, 0][0])
assert errors[16, 0][1] < 0 and errors[16, 0][0] < 0

# Quadrature error of the potential matrix on the coarsest grid
M = 16
fd, dvr, vbr = three_methods(M, LEFT)
delta = dvr - vbr


def cosine_coefficient(q):
    total = 0.0
    for amplitude, b in ((D, 2 * a), (-2 * D, a)):
        kq = q * np.pi / LENGTH
        parity = 1 - 2 * (np.abs(q) % 2)
        total = total + amplitude * math.exp(-b * LEFT) * b * (
            1 - parity * math.exp(-b * LENGTH)) / (b**2 + kq**2)
    return total / LENGTH


i = np.arange(1, M)
images = np.arange(-2000, 2001)
images = 2 * M * images[images != 0]
minus = (i[:, None] - i[None, :])[:, :, None] + images
plus = (i[:, None] + i[None, :])[:, :, None] + images
alias = np.sum(cosine_coefficient(minus) - cosine_coefficient(plus), axis=2)
assert np.max(np.abs(alias - delta)) < 1e-5
e_dvr, c_dvr = eigh(dvr)
e_vbr, c_vbr = eigh(vbr)
lower = c_dvr[:, 0] @ delta @ c_dvr[:, 0]
upper = c_vbr[:, 0] @ delta @ c_vbr[:, 0]
change = e_dvr[0] - e_vbr[0]
assert lower <= change <= upper
print(f"h = 1 angstrom: E0 differences = {np.linalg.eigvalsh(fd)[0]:.5f} eV")
print(f"h = 1 angstrom: E0 DVR = {e_dvr[0]:.5f} eV")
print(f"h = 1 angstrom: E0 exact integrals = {e_vbr[0]:.5f} eV")
print(f"quadrature error, first diagonal element: {delta[0, 0]:.4f} eV")
print(f"quadrature error, last diagonal element: {delta[-1, -1]:.4f} eV")
print(f"DVR minus exact integrals: {change:.5f} eV")
print(f"its lower and upper limits: {lower:.5f} eV, {upper:.5f} eV")

# The same spacing with box and grid moved by half a spacing
moved = [np.linalg.eigvalsh(m)[0] for m in three_methods(M, LEFT - 0.5)]
assert moved[1] > exact[0] and moved[2] > exact[0]
print(f"moved by -0.5 angstrom: E0 differences = {moved[0]:.5f} eV")
print(f"moved by -0.5 angstrom: E0 DVR = {moved[1]:.5f} eV")
print(f"moved by -0.5 angstrom: E0 exact integrals = {moved[2]:.5f} eV")

# Oscillator with quantum 1 eV: dependence on grid placement
quantum = 1.0
x0 = math.sqrt(K / quantum)
j = np.arange(-40, 41)
print(f"oscillator: quantum {quantum:.1f} eV, length {x0:.5f} angstrom")
for g in (0.5, 1.0, 2.0, 3.0):                # spacing / oscillator length
    average, lowest = 0.0, []
    offsets = np.arange(20) / 20
    for theta in offsets:
        q = (j + theta) * g
        diagonal = quantum * (1 / g**2 + q**2 / 2)
        off = np.full(len(j) - 1, -quantum / (2 * g**2))
        u = math.sqrt(g) * np.pi**-0.25 * np.exp(-q**2 / 2)
        average += (u @ (diagonal * u) + 2 * np.sum(off * u[1:] * u[:-1])) / 20
        lowest.append(eigh_tridiagonal(diagonal, off, eigvals_only=True)[0])
    formula = quantum * ((1 - math.exp(-g**2 / 4)) / g**2 + 0.25)
    assert abs(average - formula) < 1e-9
    assert average < quantum / 2 and min(lowest) < quantum / 2
    if g == 2.0:
        assert lowest[10] > quantum / 2 > lowest[0]
        print(f"spacing {g * x0:.5f} angstrom = {g:.0f} oscillator lengths:")
        print(f"  E0, point at the minimum: {lowest[0]:.5f} eV")
        print(f"  E0, minimum midway between points: {lowest[10]:.5f} eV")
        print(f"  placement average for exact state: {average:.5f} eV")

# Gauss-Hermite DVR of the oscillator in its own eigenfunctions
for N in range(1, 11):
    nodes, weights = np.polynomial.hermite.hermgauss(N)
    n = np.arange(N)
    norm = np.array([math.sqrt(2.0**p * math.factorial(p) * math.sqrt(math.pi))
                     for p in n])
    U = (np.polynomial.hermite.hermvander(nodes, N - 1) / norm).T * np.sqrt(weights)
    T = np.diag((2 * n + 1) / 4)
    for p in range(N - 2):
        T[p, p + 2] = T[p + 2, p] = -math.sqrt((p + 1) * (p + 2)) / 4
    found = quantum * np.linalg.eigvalsh(T + (U * nodes**2 / 2) @ U.T)
    expected = quantum * np.sort(np.append(n[:-1] + 0.5, 0.75 * N - 0.5))
    assert np.allclose(found, expected, atol=1e-10)
    assert np.any(found < quantum * (n + 0.5) - 1e-6)
    if N in (1, 5):
        print(f"Gauss-Hermite DVR, N = {N}, levels in eV: "
              + " ".join(f"{e:.4f}" for e in found))

# Square well: a step in the potential gives an error linear in h
depth, half = 20.0, 1.0
k_top = min(math.sqrt(2 * depth / K), math.pi / (2 * half) - 1e-9)
k_in = brentq(lambda k: k * math.sin(k * half) - math.cos(k * half)
              * math.sqrt(max(2 * depth / K - k * k, 0.0)), 1e-6, k_top)
e_well = 0.5 * K * k_in**2 - depth
print(f"square well, depth {depth:.0f} eV, half-width {half:.0f} angstrom: "
      f"E0 = {e_well:.6f} eV")
well_error = {}
for per_unit in (50, 100):
    h = half / per_unit
    j = np.arange(-6 * per_unit + 1, 6 * per_unit)
    for name, inside in (("outside", np.abs(j) < per_unit),
                         ("inside", np.abs(j) <= per_unit)):
        e = eigh_tridiagonal(K / h**2 - depth * inside,
                             np.full(len(j) - 1, -K / (2 * h**2)),
                             eigvals_only=True, select="i", select_range=(0, 0))[0]
        well_error[per_unit, name] = e - e_well
        print(f"  h = {h:.2f} angstrom, edge points {name}: error {e - e_well:+.6f} eV")
for name, sign in (("outside", 1), ("inside", -1)):
    assert sign * well_error[100, name] > 0
    assert abs(well_error[50, name] / well_error[100, name] - 2) < 0.1

print("tests ok")
```

Running it gives:

```
hbar^2/m = 7.61996 eV angstrom^2
Morse D = 20.0 eV, a = 1.0 1/angstrom
box from -2.0 to 14.0 angstrom
exact levels: E0 = -12.223255 eV, E1 = -2.384738 eV
predicted shift/h^2, level 0: -0.90613 eV/angstrom^2
predicted shift/h^2, level 1: -1.31041 eV/angstrom^2
ground-state kinetic energy: 3.412125 eV
same by differences, h = 0.125 angstrom: 3.398012 eV
errors E(method) - E(exact) in eV; h in angstrom
level   h      differences     DVR          exact integrals
0     1.0000  -2.0173e+00  -7.1186e-01  +3.0677e-01
1     1.0000  -2.5620e+00  -4.5357e-01  +2.5903e-01
0     0.8000  -4.5512e-01  +1.9146e-02  +7.0521e-02
1     0.8000  -1.1615e+00  -1.0968e-01  +1.0620e-01
0     0.5000  -2.3670e-01  -4.3715e-04  +3.9324e-04
1     0.5000  -3.6964e-01  -9.3882e-04  +5.4781e-04
0     0.2500  -5.7282e-02  +1.5163e-08  +1.8156e-08
1     0.2500  -8.4292e-02  +6.6818e-08  +7.0868e-08
0     0.1250  -1.4198e-02  +1.7776e-08  +1.8132e-08
1     0.1250  -2.0620e-02  +7.0355e-08  +7.0834e-08
0     0.0625  -3.5420e-03  +1.8103e-08  +1.8131e-08
1     0.0625  -5.1277e-03  +7.0792e-08  +7.0830e-08
level 0, h = 0.0625 angstrom: error/prediction = 1.00069
level 1, h = 0.0625 angstrom: error/prediction = 1.00174
h = 1 angstrom: E0 differences = -14.24059 eV
h = 1 angstrom: E0 DVR = -12.93511 eV
h = 1 angstrom: E0 exact integrals = -11.91648 eV
quadrature error, first diagonal element: -0.0541 eV
quadrature error, last diagonal element: -13.8969 eV
DVR minus exact integrals: -1.01863 eV
its lower and upper limits: -3.08468 eV, -0.34339 eV
moved by -0.5 angstrom: E0 differences = -12.33552 eV
moved by -0.5 angstrom: E0 DVR = -11.74602 eV
moved by -0.5 angstrom: E0 exact integrals = -12.02209 eV
oscillator: quantum 1.0 eV, length 2.76043 angstrom
spacing 5.52086 angstrom = 2 oscillator lengths:
  E0, point at the minimum: 0.23448 eV
  E0, minimum midway between points: 0.62121 eV
  placement average for exact state: 0.40803 eV
Gauss-Hermite DVR, N = 1, levels in eV: 0.2500
Gauss-Hermite DVR, N = 5, levels in eV: 0.5000 1.5000 2.5000 3.2500 3.5000
square well, depth 20 eV, half-width 1 angstrom: E0 = -15.556353 eV
  h = 0.02 angstrom, edge points outside: error +0.059304 eV
  h = 0.02 angstrom, edge points inside: error -0.059581 eV
  h = 0.01 angstrom, edge points outside: error +0.029690 eV
  h = 0.01 angstrom, edge points inside: error -0.029759 eV
tests ok
```
